Axial g-Tensor of a p-Like Silicon Dangling Bond

**What symmetry and dimensions fix**

A dangling bond is a silicon orbital that has lost its bonding partner and holds one unpaired electron. Take its axis as z, and let the three back bonds of the atom be equivalent. In a magnetic field B the spin doublet has the effective Hamiltonian

H_spin = μ_B B·g·S.

The tensor g must be unchanged by a 120° rotation about z and by reflection in a plane containing z. The components g_xz and g_yz transform like a vector in the xy plane, which no 120° rotation leaves fixed, so they vanish; so do g_zx and g_zy. The xy block must commute with the rotation, which leaves a multiple of the unit matrix plus an antisymmetric part, and the reflection removes the latter. Hence

g = diag(g_⊥, g_⊥, g_∥).

Leave aside small relativistic corrections to the kinetic energy, one of which is estimated in Entry 8. Then without spin-orbit coupling the spin ignores the lattice, and both values equal the free-electron g_e = 2.002319. The shift is dimensionless, and the available energies are the spin-orbit constant ζ and an orbital gap Δ. For ζ ≪ |Δ| we therefore expect

Δg = (number)·ζ/Δ + (number)·(ζ/Δ)² + …

One further symmetry fact decides the first number for a field along z. The field acts on the orbital through l_z, the generator of rotations about z. A p_z function does not change under such rotations, so l_z has nothing to act on. The work below turns this into formulas and finds where it stops being true.

**Entry 1. How l acts on p functions**

Set ħ = 1, so that l = −i r×∇. Write p_z = z f(r), and use ∂f/∂x = x f′/r and its analogues.

l_z (z f) = −i (x ∂_y − y ∂_x)(z f) = −i z f′ (xy − yx)/r = 0

l_x (z f) = −i (y ∂_z − z ∂_y)(z f)
= −i [y f + y z² f′/r − z² y f′/r] = −i y f

l_y (z f) = −i (z ∂_x − x ∂_z)(z f)
= −i [z² x f′/r − x f − x z² f′/r] = +i x f

In short,

l_z p_z = 0, l_x p_z = −i p_y, l_y p_z = +i p_x.

A second fact holds for any real orbital |0>. The expectation value <0|l|0> is real because l is Hermitian, and imaginary because l is −i times a real operator. So it is zero: a nondegenerate real orbital has no orbital moment, and a shift needs the admixture of other orbitals.

**Entry 2. The second-order shift**

The one-electron Hamiltonian is

H = H0 + ζ l·s + μ_B B·(l + g_e s).

The operator l is taken to act in the p shell of the defect atom alone. Spin-orbit coupling and orbital moments on other atoms are left out. Entry 8 gives only a rough scale for their effect on g_∥; their effect on g_⊥ is not computed here. The eigenstates of H0 are real orbitals |k> with energies E_k, and the unpaired electron sits in the nondegenerate |0>.

The spin Zeeman term does not connect different orbitals. The operator that does is

W = Σ_i l_i (ζ s_i + μ_B B_i).

Second-order perturbation theory for the spin doublet of |0> gives

H2 = −Σ_k≠0 <0|W|k><k|W|0>/(E_k − E0)
= −Σ_ij Λ_ij (ζ s_i + μ_B B_i)(ζ s_j + μ_B B_j),

Λ_ij = Σ_k≠0 <0|l_i|k><k|l_j|0>/(E_k − E0).

For real orbitals <k|l_j|0> = i a_kj with a_kj real, and <0|l_i|k> = −i a_ki. The product is a_ki a_kj, so Λ is real and symmetric. Now multiply out the brackets:

- The ζ² term contains Σ_ij Λ_ij s_i s_j. Because Λ is symmetric, s_i s_j may be replaced by half its anticommutator, δ_ij/4. This is a constant and splits nothing.
- The B² term contains no spin.
- The two cross terms are equal, again because Λ is symmetric, and together give −2ζ μ_B Σ_ij B_i Λ_ij s_j.

Comparison with μ_B B·g·S yields

Δg_ij = −2ζ Λ_ij.

The factor 2 comes from the two orders in which the field and the spin-orbit coupling can act. "Second order" thus means one power of B and one power of ζ. The leading shift is linear in ζ.

**First case: a bare p shell.** Let |0> = p_z, with p_x and p_y both at energy Δ above it. By Entry 1, l_x leads to p_y with a = −1 and l_y leads to p_x with a = +1. Hence Λ_xx = Λ_yy = 1/Δ, while Λ_zz = 0 because l_z p_z = 0. The element Λ_xy vanishes because no single orbital is reached by both l_x and l_y. So

Δg_⊥ = −2ζ/Δ, Δg_∥ = 0.

For Δ → ∞ the orbital is rigid and g returns to g_e. For |Δ| comparable with ζ the expansion fails, because spin and orbit are then mixed strongly. If the partner orbitals lie below p_z, Δ is negative and g_⊥ rises above g_e. In silicon such lower orbitals are filled bonds, which raises the question of whether they may be counted.

**Entry 3. Filled orbitals**

An electron cannot hop into a full orbital, so the sum over k seems to need a restriction. For independent electrons it does not. The total energy is the sum of the occupied one-electron levels. A filled level contains both members of a time-reversed pair, whose linear Zeeman energies are +½ g_k μ_B B and −½ g_k μ_B B. They add to zero. What remains is the splitting of the singly occupied level, and that is given by the one-electron formula with every k included, full or empty. The sign of E_k − E0 does the bookkeeping:

- filled orbitals below |0> raise g_⊥;
- empty orbitals above |0> lower it.

This was tested on the worked example below. Five electrons were placed in the dangling bond and its four back-bond orbitals, and the Hamiltonian was diagonalized in the space of all determinants in a finite field. The splitting of the lowest two states gave g_⊥ = 2.005771 and g_∥ = 2.002236, the same printed values as the one-electron calculation. Repulsion between electrons is absent from both.

**Entry 4. A general dangling bond**

A real dangling bond contains some s character and spreads onto other atoms:

|0> = √w_s |s> + √w_p |p_z> + √w_r |r>, w_s + w_p + w_r = 1.

The remote part |r> lies on other atoms. The s function is spherical, so l|s> = 0, and in this model l does not act on |r>. Therefore

l_z|0> = 0, l_x|0> = −i√w_p |p_y>, l_y|0> = +i√w_p |p_x>.

The axial zero survives, and it needs less symmetry than we assumed. Let the local p part point along any unit vector u. Then (l·u)|0> = 0, and

Σ_j Δg_ij u_j = −2ζ Σ_k <0|l_i|k><k|l·u|0>/(E_k − E0) = 0.

The surroundings enter through |k> and E_k, about which nothing was assumed. Disorder can turn u and make the two transverse shifts unequal, but within this one-centre model it cannot produce a leading-order shift along u.

As a test, seven orbitals were mixed at random, with no symmetry left, and the g-tensor was obtained by diagonalization at ζ = 10⁻⁴ eV. The part of the shift tensor acting on u was 5.5×10⁻⁵ of the whole. A residue of this kind is expected, since the zero holds at first order in ζ.

Return to equivalent back bonds. Let c_n² be the weight of p_x in the back-bond orbital |n,x>, and equally of p_y in its partner |n,y>. Then <n,y|l_x|0> = −i√w_p c_n, and

Δg_⊥ = −2ζ w_p G1, G1 = Σ_n c_n²/(E_n − E0).

Other orbitals built from s, p_z and r do not contribute, because l_x|0> is proportional to p_y and has no overlap with them. For w_p = 1 and a single level with c = 1 this is the bare p shell again.

**Entry 5. Back bonds: a competition of signs**

The orbitals p_x and p_y form bonds with neighbours. As the simplest model, let p_x couple with strength V to one partner orbital φ_x of the same energy. Measure energies from E0 = 0, and let this common energy be D. The matrix is

| D V |
| V D |

with eigenvalues D + V and D − V and eigenvectors (p_x ± φ_x)/√2. Both weights are c² = 1/2. For V > |D| one level is bonding and lies below the dangling bond, and the other is antibonding and lies above it. Then

G1 = ½ [1/(D + V) + 1/(D − V)]
= ½ · 2D/(D² − V²)
= −D/(V² − D²),

Δg_⊥ = 2ζ w_p D/(V² − D²).

Several limits can be read off.

- V → 0: the result becomes −2ζ w_p/D, the bare p shell with Δ = D and weight w_p.
- D = 0: the dangling level lies midway between the bonding and antibonding levels, their contributions cancel, and the leading transverse shift vanishes too.
- 0 < D < V: the bonding level is nearer, and g_⊥ > g_e.
- −V < D < 0: the antibonding level is nearer, and g_⊥ < g_e.
- D → V: the bonding level approaches E0 and the formula diverges. Perturbation theory has failed there; the true shift stays finite.

The cancellation and the reversal were both tested by diagonalization with V = 3 eV and ζ = 0.001 eV. At D = 0 the remaining transverse shift was below 0.5 % of the contribution of one level alone, and at D = −1 eV g_⊥ lay below g_e.

A positive shift is thus not guaranteed by the p character of the orbital. It needs the bonding states to outweigh the antibonding ones. If p_x lies at D_p and the partner at D_φ, the same 2×2 problem gives G1 = D_φ/(D_p D_φ − V²), so for V² > D_p D_φ the sign of Δg_⊥ is the sign of D_φ: what counts is whether the partner orbital lies above the dangling level, not whether p_x does. Adding s character lowers a purely local hybrid, whose mean energy is ε_p − w_s(ε_p − ε_s), and so raises D_φ. But a partner that is itself an sp³ hybrid, with s fraction 1/4, lies below any local hybrid with less s character, and this model would then give a negative shift. A positive D is therefore an effective choice in this model and does not follow from s character alone.

**Entry 6. The first axial shift that survives**

To see how small g_∥ − g_e is, go one order further in ζ. Use

l·s = l_z s_z + ½(l_+ s_− + l_− s_+), l_± = l_x ± i l_y.

On |0↑> the first term vanishes because l_z|0> = 0, and the last because s_+|↑> = 0. For the middle one,

l_+ p_z = −i p_y + i(i p_x) = −(p_x + i p_y) = √2 |p,+1>,

where |p,+1> = −(p_x + i p_y)/√2 is normalized and has l_z = +1. Hence

ζ l·s |0↑> = ζ √(w_p/2) |p,+1,↓>.

Let |n,+1> be the same combination of |n,x> and |n,y>, so that <n,+1|p,+1> = c_n. First-order perturbation theory gives

|ψ> = |0↑> + Σ_n a_n |n,+1,↓>,
a_n = −ζ √(w_p/2) c_n/(E_n − E0).

Spin-orbit coupling has mixed in a little reversed spin with a little orbital moment. With A = Σ_n a_n², the squared norm is 1 + A. To order ζ²,

<s_z> = (½ − ½A)/(1 + A) ≈ ½ − A,

<l_z> ≈ (Σ_n a_n c_n)².

The second line holds because l_z acts on the local p part of each |n,+1>, whose amplitude is c_n. Second-order corrections to |ψ> do not enter at this order. Those with spin up are orthogonal to |0>, and l_z|0> = 0. Those with spin down meet an amplitude a_n, which makes ζ³.

The other member of the doublet is the time-reversed state with opposite moment, so g_∥ = 2<l_z + g_e s_z>. We need the two sums

Σ_n a_n c_n = −ζ √(w_p/2) G1,

A = ½ ζ² w_p G2, G2 = Σ_n c_n²/(E_n − E0)².

Inserting them,

g_∥ = g_e + 2(Σ_n a_n c_n)² − 2g_e A,

Δg_∥ = ζ² w_p (G1² − g_e G2).

The first term is the orbital moment gained, the second the spin moment lost. The loss wins. By the Cauchy–Schwarz inequality G1² ≤ (Σ_n c_n²) G2, and Σ_n c_n² ≤ 1 because p_x is normalized. Hence G1² ≤ G2 and, since g_e > 1, Δg_∥ < 0 at this order.

**Limits.** For the bare p shell, G1² = G2 = 1/Δ² and

Δg_∥ = −(g_e − 1)(ζ/Δ)²,

whatever the sign of Δ. For the back-bond model with D = 0, G1 = 0 and G2 = 1/V², so Δg_∥ = −g_e w_p ζ²/V². At that point the leading transverse shift is zero as well, and the usual ordering |Δg_∥| ≪ |Δg_⊥| can no longer be assumed.

**Entry 7. Numbers for a silicon-like case**

Take round values in the regime of a dangling bond in amorphous silicon: ζ = 0.02 eV, w_s = 0.1, w_p = 0.7, w_r = 0.2, D = 1 eV, V = 3 eV. These are rough effective parameters, not a computed electronic structure.

The back-bond levels lie at 1 − 3 = −2 eV and 1 + 3 = 4 eV. Then

G1 = 0.5/(−2) + 0.5/4 = −0.125 eV⁻¹,

G2 = 0.5/4 + 0.5/16 = 0.15625 eV⁻²,

Δg_⊥ = 2 × 0.02 × 0.7 × 0.125 = 0.0035,

Δg_∥ = (0.02)² × 0.7 × (0.0156 − 2.0023 × 0.15625) = −8.3×10⁻⁵.

The transverse shift is a difference: +0.0070 from the bonding level and −0.0035 from the antibonding one. Full diagonalization gives 0.00345, which is 1.4 % below the leading formula, and −8.3×10⁻⁵ for the axial shift. The transverse shift is about 42 times the axial one. Comparing ζ = 0.001 and 0.002 eV at fixed orbital energies, the shifts grow as ζ to the powers 0.999 and 2.000, as derived.

The principal values are g_⊥ = 2.00577 and g_∥ = 2.00224. For a field at angle θ to the axis, the effective Hamiltonian is μ_B B (g_⊥ sin θ S_x + g_∥ cos θ S_z). Its splitting is μ_B B times the length of the vector in brackets, so

g(θ)² = g_∥² cos²θ + g_⊥² sin²θ.

At 40° both this law and the splitting found by diagonalization give 2.003698.

In a spectrometer at frequency ν = 9.5 GHz, resonance occurs at B = hν/(g μ_B). This is 338.998 mT along the axis and 338.400 mT across it, a separation of 0.60 mT. The Zeeman factor μ_B B is 2×10⁻⁵ eV, far below the 2 eV orbital gap, so treating the field to first order is justified.

In an amorphous solid the axes point in all directions, and u = cos θ is uniformly distributed. From g² = g_⊥² + (g_∥² − g_⊥²)u², the number of centres per interval of g is proportional to

|du/dg| = g/(|g_∥² − g_⊥²| u).

This grows without limit as u → 0. With no other broadening and equal signal from each centre, the ensemble spectrum therefore peaks at the g_⊥ edge and ends in a step at g_∥. Since g ≈ g_⊥ + (g_∥ − g_⊥)u² for small anisotropy and the mean of u² is 1/3, the average is (2g_⊥ + g_∥)/3 = 2.0046.

**Entry 8. Beside the real material**

The measured resonance of dangling bonds in amorphous silicon has an average g roughly 0.003 above g_e. The model gives 0.0023. The sign and size agree, but the parameters are rough and the transverse shift is a difference of two larger terms, so this is a check of scale and not a prediction.

Disorder in the network moves the numbers visibly. With the other parameters fixed, changing D from 0.8 to 1.2 eV takes g_⊥ from 2.0050 to 2.0067, a range of about half the shift itself. Making the back bonds unequal, with V larger by 5 % for p_x and smaller by 5 % for p_y, gives g_xx = 2.0062 and g_yy = 2.0054. The larger shift is in g_xx because l_x reaches the p_y states, whose weaker coupling leaves the bonding level closer. The axial value stays at 2.0022, in line with Entry 4.

An assumption that matters for g_∥ is that spin-orbit coupling acts on the defect atom alone. A neighbour's p orbital need not point along z, so l_z about that neighbour need not annihilate it. Giving the remote weight the same ζ and the bonding channel alone, the scale of the resulting shift is

2ζ w_r × 0.5/(2 eV) = 0.002.

This is a crude scale, neither a bound nor a computed shift. At a threefold site l_z reaches only the one combination of the neighbours' tangential p orbitals that is odd under the mirror planes, and filled and empty states enter with opposite signs, so the true term may be much smaller and of either sign. Being linear in ζ, it can still match or exceed the axial shift of Entry 6. The neighbours also enter g_⊥, through cross terms between spin-orbit coupling on one atom and orbital moment on another. These scale as √(w_p w_r) ≈ 0.37 against w_p = 0.7 and are not small.

A smaller correction comes from the relativistic mass. The kinetic operator K = T + μ_B σ·B, with σ = 2s, carries a correction −K²/(2mc²). Its cross term −(T/mc²) μ_B σ·B reduces g by the fraction T/mc². For the 3p electrons of a free silicon atom, restricted open-shell Hartree–Fock theory gives a mean T of 25.5 eV, changing by 0.06 eV between the two basis sets used; electron correlation is left out. If this free-atom value is used for the dangling bond, the resulting shift is about −1.0×10⁻⁴, comparable in size with the one-centre axial shift. Related corrections from the field's vector potential have not been included.

So the value −8.3×10⁻⁵ should not be read as a forecast of a measured g_∥. What the derivation establishes is narrower: for independent electrons, and with l confined to the s-p shell of the defect atom, spin-orbit coupling shifts g across the orbital axis in proportion to ζ, and along the axis not before ζ². With electron repulsion the filled back-bond orbitals differ for the two spins, their first-order contributions no longer cancel, and a small axial shift linear in ζ can arise even from the defect atom. A measured axial shift of order 10⁻³, with gaps and ζ like those used here, would point to contributions outside the one-centre model, with neighbouring atoms a natural candidate. The values quoted here are collected in the numerical output below.

Computed results

```
free-electron g: 2.002319
spin-orbit constant zeta: 0.020 eV
weights s, p_z, remote: 0.1, 0.7, 0.2
back-bond centre D: 1.0 eV; coupling V: 3.0 eV
bonding, antibonding level: -2.0, 4.0 eV
G1: -0.12500 1/eV; G2: 0.15625 1/eV^2
bonding part of perp shift: 0.007000
antibonding part of perp shift: -0.003500
perp shift, leading formula: 0.003500
perp shift, diagonalization: 0.003452
par shift, zeta^2 formula: -8.323e-05
par shift, diagonalization: -8.302e-05
g_perp, g_par, diagonalization: 2.005771, 2.002236
mean of three principal g-values: 2.004593
fitted power of zeta, perp: 0.9990; par: 1.9998
random environment, axis shift / whole shift: 5.46e-05
  at zeta = 1.0e-04 eV
five-electron g_perp, g_par: 2.005771, 2.002236
g at 40 degrees, splitting: 2.003698; law: 2.003698
spectrometer frequency: 9.5 GHz
resonance field, B along axis: 338.998 mT
resonance field, B across axis: 338.400 mT
field separation: 0.597 mT
Zeeman factor mu_B B at B_par: 1.96e-05 eV
couplings V_x, V_y changed by +5 %, -5 %:
  g_xx, g_yy, g_zz: 2.006208, 2.005403, 2.002235
g_perp for D = 0.8, 1.2 eV: 2.004957, 2.006705
neighbour spin-orbit g-shift, scale: 0.0020
Si atom 3p kinetic energy, ROHF/cc-pVQZ: 25.53 eV
  change from cc-pVTZ: -0.061 eV
relativistic mass g-shift, estimate: -1.00e-04
```
